# Dissolution of {311} rods with exponentially distributed lengths

Annealing implanted silicon can gather excess interstitial atoms into rod-like defects on {311} planes. On further annealing the rods release these atoms. This problem connects the shortening of individual rods to the decay of the whole population.

**Setting.** A rod of length $L$ stores $\rho L$ interstitials, where $\rho$ is the number per unit length, equal for all rods and fixed in time. Initially $n_0(L)\,dL$ rods per unit area have lengths between $L$ and $L+dL$, with total $N_0$. Every rod shortens at the same constant rate,

$$\frac{dL}{dt}=-v,\qquad v>0,$$

and disappears at $L=0$. No rods are created. The population is large enough for a smooth density. "Stored" interstitials are those still in rods; released atoms are not counted. The algebra contains no $\hbar$, electron charge or electron mass, so it reads the same in atomic units.

## (a) Evolution of an arbitrary length distribution

**Question.** For any smooth $n_0$ with finite mean length, find the density $n(L,t)$, and the time derivatives of the number of rods $N$ and of the stored interstitials $S$.

**Solution.** A rod of length $L>0$ at time $t$ had length $L+vt$ at the start. An interval $dL$ keeps its width because all rods shorten equally. Therefore

$$n(L,t)=n_0(L+vt).$$

By the chain rule both $\partial n/\partial t$ and $v\,\partial n/\partial L$ equal $v\,n_0'(L+vt)$, so the density obeys

$$\frac{\partial n}{\partial t}=v\frac{\partial n}{\partial L}.$$

The sign is positive because rods move toward smaller $L$: where longer rods are more numerous, more enter a length interval than leave it.

The survivors are the rods whose initial length exceeded $vt$, and each has lost $vt$:

$$N(t)=\int_{vt}^{\infty}n_0(L)\,dL,\qquad
S(t)=\rho\int_{vt}^{\infty}(L-vt)\,n_0(L)\,dL.$$

Differentiating $N$ moves its lower limit at speed $v$, which gives

$$\frac{dN}{dt}=-v\,n_0(vt)=-v\,n(0,t).$$

In $S$ the moving limit contributes nothing, since the integrand vanishes there. Differentiating the factor $L-vt$ leaves

$$\frac{dS}{dt}=-\rho v\int_{vt}^{\infty}n_0(L)\,dL=-\rho vN.$$

Each survivor releases $\rho v$ atoms per unit time. A rod that disappears has no atoms left, so its disappearance adds no sudden release. A second derivative gives

$$\frac{d^2S}{dt^2}=-\rho v\frac{dN}{dt}=\rho v^2n_0(vt).$$

The curvature of the stored dose thus reads out the initial length distribution.

## (b) An exponential start

**Question.** Let $n_0(L)=(N_0/\lambda)e^{-L/\lambda}$. Find $N$, $S$ and the mean length of the survivors. How can that mean behave as it does while every rod shrinks?

**Solution.** Insert the density into the result of part (a):

$$n(L,t)=\frac{N_0}{\lambda}e^{-(L+vt)/\lambda}=e^{-vt/\lambda}\,n_0(L).$$

Shifting an exponential along the length axis is the same as lowering its height. With $\tau=\lambda/v$ and $\int_0^\infty e^{-L/\lambda}dL=\lambda$,

$$N(t)=N_0e^{-t/\tau}.$$

For the stored atoms, integration by parts gives

$$\int_0^\infty Le^{-L/\lambda}dL
=\left[-\lambda Le^{-L/\lambda}\right]_0^\infty+\lambda\int_0^\infty e^{-L/\lambda}dL=\lambda^2,$$

and hence

$$S(t)=\rho\frac{N_0}{\lambda}e^{-t/\tau}\lambda^2=\rho\lambda N_0e^{-t/\tau}.$$

The survivors' mean length is

$$\ell(t)=\frac{S(t)}{\rho N(t)}=\lambda.$$

This proves both statements: stored interstitials decay exponentially, and the mean length stays constant.

The mean is taken over a changing set of rods. For a general distribution,

$$\frac{d\ell}{dt}=\frac{1}{\rho N}\frac{dS}{dt}-\frac{\ell}{N}\frac{dN}{dt}
=-v+v\ell\,\frac{n(0,t)}{N}.$$

The first term is the shrinkage of the survivors. The second is the rise caused by removing rods of zero length from the average. For the exponential density $n(0,t)/N=1/\lambda$ and $\ell=\lambda$, so the terms cancel. No single rod decays exponentially: one of initial length $L$ shortens linearly and is gone at $t=L/v$.

## (c) Numbers for a low-dose implant

**Question.** Take a mean length of 10 nm, $v=0.02$ nm/s and $N_0=10^{10}\ \mathrm{cm^{-2}}$. The habit plane holds 5 interstitials per nm² and the rods are 5 nm wide. Find the stored dose, its decay time and what remains after 1000 s.

**Solution.** These are rough, rounded values for a low-dose silicon self-implant annealed near 1013 K. The line density is $\rho=5\times5=25\ \mathrm{nm^{-1}}$, so a mean rod holds $25\times10=250$ atoms. Then

$$S_0=250\times10^{10}=2.5\times10^{12}\ \mathrm{cm^{-2}},\qquad
\tau=\frac{10}{0.02}=500\ \mathrm{s}.$$

The half-life is $\tau\ln2=347$ s, and the initial release flux is $S_0/\tau=5.0\times10^9\ \mathrm{cm^{-2}\,s^{-1}}$.

After 1000 s, two decay times, the remaining fraction is $e^{-2}=0.135$. This leaves $1.35\times10^9$ rods and $3.38\times10^{11}$ stored atoms per cm², still with a mean length of 10 nm, or 100 Å.

As a test, one million random initial lengths were drawn from the exponential distribution and the rods shortened individually. At 1000 s the sample, scaled to the same $N_0$, gave $1.358\times10^9$ rods and $3.395\times10^{11}$ atoms per cm², with mean length 10.00 nm. The numerical output lists other times.

## (d) Is the exponential distribution necessary?

**Question.** Suppose the mean length is observed to stay at a value $\ell$ throughout the dissolution, with constant $v$. What must $n_0$ be? Contrast it with $n_0(L)=N_0(L/\theta^2)e^{-L/\theta}$.

**Solution.** A constant mean gives $S=\rho\ell N$. Substituting $N=S/(\rho\ell)$ into $dS/dt=-\rho vN$,

$$\frac{dS}{dt}=-\frac{v}{\ell}S,\qquad S=\rho\ell N_0e^{-vt/\ell}.$$

Differentiate twice and equate the result to the general expression of part (a):

$$\rho v^2n_0(vt)=\frac{v^2}{\ell^2}\,\rho\ell N_0e^{-vt/\ell}.$$

Cancel $\rho v^2$ and write $L=vt$, which runs over all positive lengths:

$$n_0(L)=\frac{N_0}{\ell}e^{-L/\ell}.$$

The exponential is therefore necessary as well as sufficient. The same second derivative shows that an exponential $S$ at constant $v$ also requires this density.

For the gamma distribution let $s=vt$. Integration by parts gives

$$\frac{N}{N_0}=\int_s^\infty\frac{L}{\theta^2}e^{-L/\theta}dL
=\left(1+\frac{s}{\theta}\right)e^{-s/\theta}.$$

Since $dS/ds=-\rho N$ and $S$ vanishes at infinite $s$,

$$\frac{S}{\rho N_0}=\int_s^\infty\left(1+\frac{u}{\theta}\right)e^{-u/\theta}du
=(2\theta+s)e^{-s/\theta}.$$

Division gives

$$\ell(s)=\frac{\theta(2\theta+s)}{\theta+s}.$$

With $\theta=5$ nm the mean starts at $2\theta=10$ nm, as before. After 1000 s, $s=20$ nm and $\ell=5\times30/25=6$ nm. This distribution has few very short rods at first, so removal of rods cannot initially offset the shrinkage.

## (e) Atoms leave one at a time

**Question.** Real rods lose whole atoms at random times. Let a rod of $m$ atoms emit one at rate $k$, independent of $m$. Does this randomness spoil the exponential law?

**Solution.** Let $n_m$ be the expected number of rods with $m\ge1$ atoms. Rods enter size $m$ from $m+1$ and leave it for $m-1$:

$$\frac{dn_m}{dt}=k(n_{m+1}-n_m).$$

The discrete counterpart of the exponential is the geometric distribution $n_m=N(1-q)q^{m-1}$, with $0<q<1$. Its mean size is

$$M=(1-q)\sum_{m=1}^{\infty}mq^{m-1}=(1-q)\frac{1}{(1-q)^2}=\frac{1}{1-q}.$$

Since $n_{m+1}=qn_m$,

$$\frac{dn_m}{dt}=-k(1-q)n_m=-\frac{k}{M}n_m.$$

Every size class decays at the same rate, so the distribution keeps its shape and the mean stays at $M$. With $k=\rho v$ and $M=\rho\lambda$, the rate is $k/M=v/\lambda=1/\tau$. Independent random emission leaves the law for expected numbers intact.

Capture at a rate $g$ does alter it. For $m\ge2$ there is an added gain $gn_{m-1}$ and a loss $gn_m$. The smallest class has the loss but no gain from size zero, because new rods do not form. For the geometric distribution, one common decay rate then no longer fits all classes. Part (f) gives the size of $g$ for the example.

## (f) When is the shortening rate constant?

**Question.** Released atoms can be recaptured before they reach the surface. Let all rods lie at depth $d$ and feel the same interstitial concentration. Find how recapture changes the decay and the mean length.

**Solution.** Let $v_e$ be the shortening rate of an isolated rod, which already includes the recapture of that rod's own atoms and is assumed independent of length. Let $x$ be the background concentration that the other rods set up, divided by the value at which capture balances emission. With capture proportional to concentration,

$$v=v_e(1-x).$$

The balancing concentration is $sC_I^*$, where $C_I^*$ is the equilibrium interstitial concentration and $s$ the supersaturation. Take the surface as a perfect sink, neglect steady loss into the bulk, and assume few atoms are in transit. For $s\gg1$, and $x$ not so small that $sx$ approaches one, the surface concentration $C_I^*$ can be neglected against $sxC_I^*$. Diffusion then carries the flux

$$J=\frac{D_I\,sxC_I^*}{d}=Gx,\qquad G=\frac{D_IC_I^*s}{d},$$

with $D_I$ the interstitial diffusivity. In steady flow this equals the net release $\rho vN$, so $x=\rho vN/G$. Insert this into the rate law:

$$v=v_e-v_e\frac{\rho N}{G}v
\quad\Longrightarrow\quad
v=\frac{v_e}{1+\phi N/N_0},\qquad \phi=\frac{N_0\rho v_e}{G}.$$

The rate now changes with time but is still common to all rods. If $\Delta(t)=\int_0^tv(t')dt'$ is the length lost, part (b) applies with $vt$ replaced by $\Delta$:

$$N=N_0e^{-\Delta/\lambda},\qquad S=\rho\lambda N,\qquad \ell=\lambda.$$

A constant mean therefore does not establish a constant rate. Put $y=N/N_0=S/S_0$ and $\tau_e=\lambda/v_e$. Differentiating $y=e^{-\Delta/\lambda}$ gives

$$\frac{dy}{dt}=-\frac{v}{\lambda}y=-\frac{y}{\tau_e(1+\phi y)}.$$

Separate variables and integrate from $y=1$:

$$\left(\frac1y+\phi\right)dy=-\frac{dt}{\tau_e},\qquad
\ln y+\phi(y-1)=-\frac{t}{\tau_e}.$$

Exponentiating and multiplying by $\phi$ gives $\phi ye^{\phi y}=\phi e^{\phi-t/\tau_e}$. The Lambert function $W$, defined by $W(z)e^{W(z)}=z$, solves this:

$$y=\frac{1}{\phi}W\!\left(\phi e^{\phi-t/\tau_e}\right).$$

For $\phi\ll1$ the exponential returns. While $\phi y\gg1$, instead, $dy/dt\simeq-1/(\phi\tau_e)$. Since $S_0/(\phi\tau_e)=G$, the stored dose falls linearly, at the largest flux the surface can draw.

For the example take the rough inputs $D_IC_I^*=40\ \mathrm{cm^{-1}s^{-1}}$, $s=5000$ and $d=50$ nm $=5\times10^{-6}$ cm. Then

$$G=\frac{40\times5000}{5\times10^{-6}}=4\times10^{10}\ \mathrm{cm^{-2}s^{-1}},\qquad
\phi=\frac{5\times10^9}{4\times10^{10}}=0.125.$$

With $v_e=0.02$ nm/s held fixed, the initial rate is $1/1.125=0.889$ of $v_e$. After 1000 s the remaining fraction is 0.150 instead of 0.135, about 11% more. At ten times the rod density, with all else fixed, $\phi=1.25$ and the fraction is 0.318, more than twice the constant-rate value. The mean length is 10 nm in both cases.

These figures use one average concentration for all rods. At the lower density the rods are about 100 nm apart, farther than their depth of 50 nm. For random positions $x$ then differs from rod to rod by roughly 0.05, about half its mean, so the common rate is an average rather than the rate of each rod.

The rod's own diffusion field is not small for these inputs. A sink of capacitance $C$ can release at most $4\pi C\,D_IC_I^*s$ atoms per unit time, and $D_IC_I^*s=0.02\ \mathrm{nm^{-1}s^{-1}}$. Treating a rod as a flat ellipse 5 nm wide, this limit is about $0.6\ \mathrm{s^{-1}}$ for a length of 10 nm and $0.27\ \mathrm{s^{-1}}$ for 2 nm; if only the two ends exchange atoms it is about $0.4\ \mathrm{s^{-1}}$. The assumed release $\rho v_e=0.5\ \mathrm{s^{-1}}$ is of the same size, so the example lies near the diffusion limit of a single rod. A length-independent $v_e$ then needs exchange confined to the ends. If the whole rod exchanges atoms, long rods shorten faster: at the lower density, with an intrinsic emission between 0.5 and $2\ \mathrm{s^{-1}}$ per rod, the mean length falls from 10 nm to between 7 and 4 nm in 1000 s.

The low-density case also fixes the rate in part (e) at which atoms from other rods are captured. The net emission of an isolated rod is $k=25\times0.02=0.5\ \mathrm{s^{-1}}$, and initially $g=kx=0.5(1-0.889)=0.056\ \mathrm{s^{-1}}$. Holding $g$ at this value, the size equations give a rod number at 1000 s that differs by 0.04% from a pure exponential with the net rate $(k-g)/M$. The mean size changes by 0.05%. Here the reduction of the average rate matters far more than the randomness of capture.

## (g) Imperfect distributions and unequal rods

**Question.** At constant $v$, find the effects of leaving out, at all times, the rods shorter than $L_c$, and of a longest initial length $L_m$. Then let $v$ differ from rod to rod, independently of length.

**Solution.** For the short cutoff put $L=L_c+u$. The fractions of rods and of stored atoms above $L_c$ are

$$f_N=\int_{L_c}^{\infty}\frac{e^{-L/\lambda}}{\lambda}dL=e^{-L_c/\lambda},$$

$$f_S=\frac1\lambda\int_0^\infty(L_c+u)\frac{e^{-(L_c+u)/\lambda}}{\lambda}du
=\left(1+\frac{L_c}{\lambda}\right)e^{-L_c/\lambda}.$$

The mean above the cutoff is $\lambda f_S/f_N=\lambda+L_c$. Because the density keeps its shape, this mean is constant and the decay time remains $\tau$. The result covers rods too short to be seen, and also rods that break up at once on reaching $L_c$, since the density above $L_c$ is supplied from longer lengths. For $L_c=2$ nm, 18% of the rods but 1.8% of the atoms lie below the cutoff, and the mean above it is 12 nm.

Now cut the initial exponential at $L_m$. At time $t<L_m/v$ the surviving lengths extend to $R=L_m-vt$, with a density still proportional to $e^{-L/\lambda}$. Hence

$$\ell=\frac{\int_0^RLe^{-L/\lambda}dL}{\int_0^Re^{-L/\lambda}dL}
=\frac{\lambda^2-\lambda(\lambda+R)e^{-R/\lambda}}{\lambda(1-e^{-R/\lambda})}
=\lambda-\frac{R}{e^{R/\lambda}-1}.$$

For $L_m=50$ nm the mean is 9.7 nm initially and 8.4 nm after 1000 s, when $R=30$ nm. The missing tail would have supplied the late survivors, so the constant mean fails as $R$ approaches a few $\lambda$.

If rates differ but are independent of length, each group with rate $u$ keeps the mean $\lambda$ while its number falls as $e^{-ut/\lambda}$. The total therefore also keeps the mean $\lambda$. Let the rates follow a gamma distribution with mean $v$ and relative standard deviation $c$. Its shape parameter is $a=1/c^2$ and its scale is $b=c^2v$, so

$$\frac{S}{S_0}=\int_0^\infty e^{-ut/\lambda}\frac{u^{a-1}e^{-u/b}}{\Gamma(a)b^a}du
=\left(1+\frac{bt}{\lambda}\right)^{-a}
=\left(1+\frac{c^2t}{\tau}\right)^{-1/c^2}.$$

For $c=0.2$ and $t=2\tau$ this is $1.08^{-25}=0.146$, which is 7.9% above $e^{-2}$. Slow rods increasingly dominate the remainder, so the decay is no longer a single exponential.

## (h) Reading a real anneal

**Question.** How do a 5 K temperature error and a small field of view affect the example, and which assumptions most limit its use for a real implant?

**Solution.** Let $v\propto e^{-E/k_BT}$ with a rough activation energy $E=3.8$ eV. Raising $T$ from 1013 K to 1018 K multiplies the rate by

$$\exp\left[\frac{E}{k_B}\left(\frac1{1013\ \mathrm K}-\frac1{1018\ \mathrm K}\right)\right]=1.24.$$

The decay time drops from 500 s to about 400 s. The mean length is unaffected, because for the exponential start it equals $\lambda$ whatever the value of the common rate.

An image of 1 µm² initially contains 100 rods on average, and 13.5 after 1000 s. The exponential has $\langle L^2\rangle=2\lambda^2$, so its standard deviation is $\sqrt{2\lambda^2-\lambda^2}=\lambda$. For about 13.5 independent rods the measured mean scatters by $\lambda/\sqrt{13.5}$, or 27% of $\lambda$ (28% once the random number of rods in the image is included). One such image cannot distinguish a constant mean from a modest drift.

Two of the assumptions sized here can each change the fraction left at 1000 s by more than a factor of two: the exponential start and the neglect of recapture. At constant rate, the gamma start of part (d), with the same initial mean length, would leave only $3e^{-4}=0.055$ of the stored atoms at 1000 s instead of 0.135. Recapture matters more as the implant grows denser, because $\phi$ is proportional to the rod density. With the transport inputs above and ten times the rod density, recapture raises the fraction left at 1000 s from the constant-rate value 0.135 to 0.318. That estimate is itself rough, because at a given $v_e$ the value of $\phi$ varies inversely with the uncertain product $D_IC_I^*s$. In the example 39% of the rods are shorter than their 5 nm width, where a fixed number of atoms per unit length is doubtful. A rate that depends on length, which the diffusion limit in part (f) allows, in general removes both the constant mean and the single exponential. Real rods also lie at different depths, may change width, and can convert to dislocation loops; these effects have not been sized. An exponential fit to the stored dose is justified when $\phi\ll1$, the temperature is steady, the rods shorten at nearly equal rates that do not depend on length, and the initial lengths are close to exponential over the range that supplies the survivors.

## Table of computed values

```
Mean initial length: 10.0 nm = 100 angstrom
Shortening rate: 0.020 nm/s
Initial rod density: 1.00e+10 cm^-2
Habit-plane interstitial density: 5.0 nm^-2
Rod width: 5.0 nm
Interstitials per rod length: 25.0 nm^-1
Mean interstitials per rod: 250
Initial stored interstitials: 2.500e+12 cm^-2
Decay time tau: 500.0 s
Half-life of stored dose: 346.6 s
Initial release flux: 5.000e+09 cm^-2 s^-1
Rod sample: time s | N sim, formula cm^-2 | S sim, formula cm^-2 | mean nm
  0 | 1.000e+10, 1.000e+10 | 2.504e+12, 2.500e+12 | 10.016
  500 | 3.689e+09, 3.679e+09 | 9.218e+11, 9.197e+11 | 9.996
  1000 | 1.358e+09, 1.353e+09 | 3.395e+11, 3.383e+11 | 10.001
  1500 | 4.982e+08, 4.979e+08 | 1.250e+11, 1.245e+11 | 10.038
Gamma-distributed rods, mean at 0 s: 10.00 nm
Gamma-distributed rods, mean at 1000 s: 6.00 nm
Short-rod cutoff: 2.0 nm
Rods below cutoff: 18.1 %
Interstitials below cutoff: 1.75 %
Mean length above cutoff: 12.00 nm
Longest initial length in cut distribution: 50 nm
Its mean at 0 s: 9.66 nm
Its mean at 1000 s: 8.43 nm
Transport product D_I C_I*: 40 cm^-1 s^-1
Balance supersaturation: 5000
Depth below surface: 50 nm
Largest surface flux G: 4.00e+10 cm^-2 s^-1
Recapture, rod density 1e+10 cm^-2: phi = 0.125
  initial rate / v: 0.889
  fraction left at 1000 s: 0.1505 (no recapture 0.1353)
  mean length at 1000 s: 10.000 nm
Recapture, rod density 1e+11 cm^-2: phi = 1.250
  initial rate / v: 0.444
  fraction left at 1000 s: 0.3176 (no recapture 0.1353)
  mean length at 1000 s: 10.000 nm
Emission, capture per rod: 0.500, 0.0556 s^-1
Random capture, change in number at 1000 s: 0.039 %
Random capture, change in mean size: 0.050 %
Relative spread of rates: 20 %
  excess stored dose at 1000 s: 7.9 %
  mean length at 1000 s: 10.046 nm
Temperature: 1013 K; activation: 3.8 eV
Rate change for +5 K: 23.8 %
Expected rods in 1 um^2 at 1000 s: 13.5
Relative scatter of their mean length: 27 %
```
